# Timoshenko's curvature formula for two bonded elastic strips: test program

```python
"""Curvature of two perfectly bonded elastic strips after a temperature change.

Result under test (Timoshenko):
  kappa = 6 de (1+m)^2 / (h [3(1+m)^2 + (1+m n)(m^2 + 1/(m n))])
t1, t2: thicknesses of lower and upper strip; h = t1+t2; m = t1/t2
E1, E2: Young's moduli; n = E1/E2; nu1, nu2: Poisson ratios
e1, e2: free thermal strains; de = e2-e1
kappa : z-derivative of axial strain, z pointing from strip 1 to strip 2
N     : axial force per width in strip 1, tension positive (strip 2: -N)
All quantities are in SI units.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.optimize import minimize_scalar

GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(3)


def timoshenko(t1, E1, t2, E2, de):
    m, n, h = t1 / t2, E1 / E2, t1 + t2
    bracket = 3*(1 + m)**2 + (1 + m*n)*(m**2 + 1/(m*n))
    return 6*de*(1 + m)**2 / (h*bracket)


def force_formula(t1, E1, t2, E2, de):
    kappa = timoshenko(t1, E1, t2, E2, de)
    return kappa*(E1*t1**3 + E2*t2**3) / (6*(t1 + t2))


def stress_formula(z, strip, t1, E1, t2, E2, de):
    """Axial stress at height z above the bottom face."""
    kappa = timoshenko(t1, E1, t2, E2, de)
    N = force_formula(t1, E1, t2, E2, de)
    if strip == 1:
        return N/t1 + E1*kappa*(z - t1/2)
    return -N/t2 + E2*kappa*(z - t1 - t2/2)


def quadrature_curvature(t1, E1, t2, E2, de):
    """Zero total force and moment, integrated through the thickness."""
    A, b = np.zeros((2, 2)), np.zeros(2)
    for bottom, t, E, e in ((0, t1, E1, 0.0), (t1, t2, E2, de)):
        for x, w in zip(GAUSS_X, GAUSS_W):
            s = (bottom + t*(1 + x)/2) / (t1 + t2)
            p = np.array([1.0, s])
            A += E*t*w/2*np.outer(p, p)
            b += E*t*w/2*e*p
    return np.linalg.solve(A, b)[1] / (t1 + t2)


def plate_curvatures(t1, E1, nu1, t2, E2, nu2, de):
    """Minimum of biaxial energy; x and y curvatures are independent."""
    h = t1 + t2
    A, b = np.zeros((4, 4)), np.zeros(4)
    for bottom, t, E, nu, e in ((0, t1, E1, nu1, 0.0),
                                (t1, t2, E2, nu2, de)):
        Q = E/(1 - nu**2)*np.array([[1, nu], [nu, 1]])
        for x, w in zip(GAUSS_X, GAUSS_W):
            s = (bottom + t*(1 + x)/2) / h
            P = np.array([[1, s, 0, 0], [0, 0, 1, s]])
            A += t*w/2*P.T @ Q @ P
            b += t*w/2*P.T @ Q @ np.array([e, e])
    solution = np.linalg.solve(A, b)
    return solution[1]/h, solution[3]/h


def shape(s):
    return (np.array([s*(s - 1)/2, 1 - s*s, s*(s + 1)/2]),
            np.array([s - 0.5, -2*s, s + 0.5]))


def element(dx, dz, E, nu, e):
    """Biquadratic plane-stress element with isotropic free strain e."""
    D = E/(1 - nu**2)*np.array([[1, nu, 0], [nu, 1, 0],
                                [0, 0, (1 - nu)/2]])
    free = np.array([e, e, 0.0])
    K, f, Bs = np.zeros((18, 18)), np.zeros(18), []
    for x, wx in zip(GAUSS_X, GAUSS_W):
        for z, wz in zip(GAUSS_X, GAUSS_W):
            Nx, dNx = shape(x)
            Nz, dNz = shape(z)
            gx = np.outer(dNx, Nz).ravel()*2/dx
            gz = np.outer(Nx, dNz).ravel()*2/dz
            B = np.zeros((3, 18))
            B[0, 0::2] = gx
            B[1, 1::2] = gz
            B[2, 0::2] = gz
            B[2, 1::2] = gx
            weight = wx*wz*dx*dz/4
            K += weight*B.T @ D @ B
            f += weight*B.T @ D @ free
            Bs.append(B)
    return K, f, np.array(Bs), D, free


def finite_elements(t1, E1, nu1, t2, E2, nu2, e1, e2, half, nx, nz=4):
    """Right half of a free strip; symmetry plane at x=0, free end at half."""
    h, dx, rows_z = t1 + t2, half/nx, 4*nz + 1
    dzs = (t1/nz, t2/nz)
    kinds = (element(dx, dzs[0], E1, nu1, e1),
             element(dx, dzs[1], E2, nu2, e2))
    ndof = 2*(2*nx + 1)*rows_z
    load = np.zeros(ndof)
    I, J, V, dof_map = [], [], [], {}
    for i in range(nx):
        for j in range(2*nz):
            nodes = np.array([(2*i + a)*rows_z + 2*j + b
                              for a in range(3) for b in range(3)])
            dofs = np.column_stack((2*nodes, 2*nodes + 1)).ravel()
            K, f = kinds[j // nz][:2]
            I.append(np.repeat(dofs, 18))
            J.append(np.tile(dofs, 18))
            V.append(K.ravel())
            load[dofs] += f
            dof_map[i, j] = dofs
    stiffness = coo_matrix((np.concatenate(V), (np.concatenate(I),
                           np.concatenate(J))), shape=(ndof, ndof)).tocsr()
    fixed = np.append(2*np.arange(rows_z), 1)
    keep = np.setdiff1d(np.arange(ndof), fixed)
    u = np.zeros(ndof)
    u[keep] = spsolve(stiffness[keep][:, keep].tocsc(), load[keep])
    grid = u.reshape(2*nx + 1, rows_z, 2)
    kappa = (grid[8, -1, 0] - grid[8, 0, 0]) / (h*4*dx)
    force, profile = np.zeros(nx), []
    for (i, j), dofs in dof_map.items():
        strip = j // nz
        Bs, D, free = kinds[strip][2:]
        stress = (Bs @ u[dofs] - free) @ D.T
        if strip == 0:
            weights = np.outer(GAUSS_W/2, GAUSS_W*dzs[0]/2).ravel()
            force[i] += weights @ stress[:, 0]
        if i == 0:
            bottom = j*dzs[0] if strip == 0 else t1 + (j - nz)*dzs[1]
            for g in range(9):
                z = bottom + dzs[strip]*(1 + GAUSS_X[g % 3])/2
                profile.append((z, strip + 1, *stress[g]))
    end_distance = half - (np.arange(nx) + 0.5)*dx
    end_deflection = grid[-1, 0, 1] - grid[0, 0, 1]
    return kappa, force, profile, end_distance, end_deflection


# Worked example: chosen model parameters
t1, t2, E1, E2 = 300e-6, 100e-6, 150e9, 50e9
nu1, nu2 = 0.25, 0.375
alpha1, alpha2, dT, L = 3e-6, 18e-6, -100.0, 10e-3
e1, e2 = alpha1*dT, alpha2*dT
de, h = e2 - e1, t1 + t2
args = (t1, E1, t2, E2, de)
kappa, N = timoshenko(*args), force_formula(*args)

# Elasticity without the plane-section hypothesis.
# Tolerance 1e-5 covers round-off and the decayed end disturbance.
k_fe, N_fe, profile, distance, w_end = finite_elements(
    t1, E1, nu1, t2, E2, nu2, e1, e2, L/2, 100)
assert abs(k_fe/kappa - 1) < 1e-5
assert abs(N_fe[0]/N - 1) < 1e-5
scale = max(abs(row[2]) for row in profile)
stress_error = max(abs(row[2] - stress_formula(row[0], row[1], *args))
                   for row in profile)/scale
other_stress = max(max(abs(row[3]), abs(row[4])) for row in profile)/scale
assert stress_error < 1e-5 and other_stress < 1e-5

# Bow: the disturbed end zones change it by order (2h/L)^2.
bow = abs(kappa)*L**2/8
assert abs(-w_end/(kappa*L**2/8) - 1) < 0.02
assert w_end > 0 and kappa < 0

# Force builds up from the free end and settles in the interior.
assert N_fe[-1]/N < 0.7
assert np.all(abs(N_fe[distance > 2*h]/N - 1) < 0.01)

# Other thickness and modulus ratios in the elasticity calculation
fe_errors = []
for m, n in ((0.25, 10.0), (1.0, 0.1), (5.0, 0.5)):
    a, b = h*m/(1 + m), h/(1 + m)
    result = finite_elements(a, n*E2, 0.2, b, E2, 0.4, 0.0, 1e-3, 8*h, 64)
    fe_errors.append(abs(result[0]/timoshenko(a, n*E2, b, E2, 1e-3) - 1))
assert max(fe_errors) < 1e-5

# Wide range of ratios, and the upper bound on curvature
scan_error, largest = 0.0, 0.0
for m in np.logspace(-2, 2, 25):
    for n in np.logspace(-2, 2, 25):
        case = (h*m/(1 + m), n*E2, h/(1 + m), E2, 1e-3)
        direct = quadrature_curvature(*case)
        scan_error = max(scan_error, abs(direct/timoshenko(*case) - 1))
        largest = max(largest, direct*h/1e-3)
assert scan_error < 1e-8
assert largest <= 1.5*(1 + 1e-8)


def negative_curvature(log_m):
    m = np.exp(log_m)
    return -quadrature_curvature(h*m/(1 + m), E1, h/(1 + m), E2, abs(de))


best = minimize_scalar(negative_curvature, bounds=(-4, 4), method="bounded",
                       options={"xatol": 1e-9})
m_best = np.exp(best.x)
assert abs(m_best/np.sqrt(E2/E1) - 1) < 1e-4
assert abs(-best.fun*h/abs(de) - 1.5) < 1e-8

# Thin-film expansion: the remainder must fall as thickness ratio squared.
r = E2/E1


def film_remainder(eta):
    leading = 6*r*eta*de/t1
    exact = quadrature_curvature(t1, E1, eta*t1, E2, de)
    return abs(exact/leading - (1 + eta - 4*r*eta))


remainder_ratio = film_remainder(0.01)/film_remainder(0.005)
assert abs(remainder_ratio - 4) < 0.2
stoney = 6*E2*t2*de/(E1*t1**2)

# Wide plate with independent curvatures and unequal Poisson ratios
kx, ky = plate_curvatures(t1, E1, nu1, t2, E2, nu2, de)
k_plate = timoshenko(t1, E1/(1 - nu1), t2, E2/(1 - nu2), de)
assert abs(kx/k_plate - 1) < 1e-9 and abs(ky/k_plate - 1) < 1e-9

print(f"t1 = {t1*1e6:.0f} um, t2 = {t2*1e6:.0f} um, h = {h*1e6:.0f} um")
print(f"E1 = {E1/1e9:.0f} GPa, E2 = {E2/1e9:.0f} GPa")
print(f"nu1 = {nu1:.3f}, nu2 = {nu2:.3f}")
print(f"alpha1 = {alpha1:.1e} 1/K, alpha2 = {alpha2:.1e} 1/K")
print(f"temperature change = {dT:.0f} K, length L = {L*1e3:.0f} mm")
print(f"m = {t1/t2:.3f}, n = {E1/E2:.3f}")
print(f"free strains e1 = {e1:.3e}, e2 = {e2:.3e}")
print(f"mismatch strain de = {de:.3e}")
print(f"3(1+m)^2 = {3*(1+t1/t2)**2:.3f}")
second = (1 + t1*E1/(t2*E2))*((t1/t2)**2 + t2*E2/(t1*E1))
print(f"(1+mn)(m^2+1/(mn)) = {second:.3f}")
print(f"kappa h/de = {kappa*h/de:.4f}")
print(f"curvature, formula = {kappa:.5f} 1/m")
print(f"curvature, finite elements = {k_fe:.5f} 1/m")
print(f"radius = {1/abs(kappa):.4f} m")
print(f"bow, formula = {bow*1e6:.2f} um")
print(f"bow, finite elements = {abs(w_end)*1e6:.2f} um")
print(f"force per width N in strip 1 = {N:.1f} N/m")
print(f"mean stress strip 1 = {N/t1/1e6:.2f} MPa")
print(f"mean stress strip 2 = {-N/t2/1e6:.2f} MPa")
for label, z, strip in (("strip 1 outer face", 0, 1),
                        ("strip 1 at interface", t1, 1),
                        ("strip 2 at interface", t1, 2),
                        ("strip 2 outer face", h, 2)):
    print(f"stress, {label} = {stress_formula(z, strip, *args)/1e6:.2f} MPa")
print(f"stress profile error / largest stress = {stress_error:.1e}")
print(f"normal-z or shear / largest stress = {other_stress:.1e}")
for target in (0.0, 0.5, 1.0, 2.0):
    i = np.argmin(abs(distance/h - target))
    print(f"N/N_interior at {distance[i]/h:.4f} h from end = {N_fe[i]/N:.4f}")
print(f"largest curvature error, other FE cases = {max(fe_errors):.1e}")
print(f"largest curvature error, ratio scan = {scan_error:.1e}")
print(f"Stoney curvature = {stoney:.4f} 1/m")
print(f"Stoney / Timoshenko = {stoney/kappa:.4f}")
print(f"film remainder ratio on halving t2/t1 = {remainder_ratio:.3f}")
print(f"best t1/t2 at fixed h = {m_best:.4f}")
print(f"best t1 = {h*m_best/(1+m_best)*1e6:.1f} um")
print(f"best t2 = {h/(1+m_best)*1e6:.1f} um")
print(f"largest |curvature| at fixed h = {-best.fun:.4f} 1/m")
print(f"biaxial moduli = {E1/(1-nu1)/1e9:.1f}, {E2/(1-nu2)/1e9:.1f} GPa")
print(f"wide-plate curvature = {k_plate:.4f} 1/m")
print(f"wide-plate bow over L = {abs(k_plate)*L**2/8*1e6:.2f} um")
print("checks complete")
```

It prints:

```
t1 = 300 um, t2 = 100 um, h = 400 um
E1 = 150 GPa, E2 = 50 GPa
nu1 = 0.250, nu2 = 0.375
alpha1 = 3.0e-06 1/K, alpha2 = 1.8e-05 1/K
temperature change = -100 K, length L = 10 mm
m = 3.000, n = 3.000
free strains e1 = -3.000e-04, e2 = -1.800e-03
mismatch strain de = -1.500e-03
3(1+m)^2 = 48.000
(1+mn)(m^2+1/(mn)) = 91.111
kappa h/de = 0.6901
curvature, formula = -2.58786 1/m
curvature, finite elements = -2.58786 1/m
radius = 0.3864 m
bow, formula = 32.35 um
bow, finite elements = 32.32 um
force per width N in strip 1 = -4420.9 N/m
mean stress strip 1 = -14.74 MPa
mean stress strip 2 = 44.21 MPa
stress, strip 1 outer face = 43.49 MPa
stress, strip 1 at interface = -72.96 MPa
stress, strip 2 at interface = 50.68 MPa
stress, strip 2 outer face = 37.74 MPa
stress profile error / largest stress = 3.7e-11
normal-z or shear / largest stress = 1.8e-11
N/N_interior at 0.0625 h from end = 0.2233
N/N_interior at 0.5625 h from end = 0.8668
N/N_interior at 1.0625 h from end = 0.9877
N/N_interior at 1.9375 h from end = 1.0000
largest curvature error, other FE cases = 7.4e-10
largest curvature error, ratio scan = 2.7e-12
Stoney curvature = -3.3333 1/m
Stoney / Timoshenko = 1.2881
film remainder ratio on halving t2/t1 = 3.982
best t1/t2 at fixed h = 0.5774
best t1 = 146.4 um
best t2 = 253.6 um
largest |curvature| at fixed h = 5.6250 1/m
biaxial moduli = 200.0, 80.0 GPa
wide-plate curvature = -2.8655 1/m
wide-plate bow over L = 35.82 um
checks complete
```
